# Fourth-power opposite-spin MP2 and the obstacle posed by exchange: a numerical check

```python
"""
Result under test: opposite-spin (OS) MP2 of a closed shell,
    E_OS = -sum_{iajb} (ia|jb)^2 / (gap_ia + gap_jb),
equals -sum_q w_q sum_{PQ} X_PQ(t_q)^2 up to fitting and quadrature errors, with
    X_PQ(t) = sum_{ia} B_Pia B_Qia exp(-gap_ia t).
i,j: occupied orbitals; a,b: virtual orbitals; P,Q: auxiliary functions;
gap_ia = e_a - e_i; B: Coulomb-metric fitted pair densities; t_q,w_q: Laplace rule.
The exchange sum (ia|jb)(ib|ja)/(gap_ia+gap_jb) has no such N^4 pairwise route.
System: free Sr atom, RHF/def2-TZVP with effective core potential. Hartree units.
"""
import math
from itertools import combinations
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import cholesky, solve_triangular
from scipy.optimize import least_squares
from pyscf import gto, scf, mp, df

# ---------- Hartree-Fock reference and unfitted integrals ----------
mol = gto.M(atom="Sr 0 0 0", basis="def2-tzvp", ecp="def2-tzvp", verbose=0)
assert mol.nelectron == 10
mf = scf.RHF(mol)
mf.conv_tol = 1e-11
mf.kernel()
assert mf.converged
n_occ = mol.nelectron // 2
n_vir = mf.mo_coeff.shape[1] - n_occ
c_occ, c_vir = mf.mo_coeff[:, :n_occ], mf.mo_coeff[:, n_occ:]
e_occ, e_vir = mf.mo_energy[:n_occ], mf.mo_energy[n_occ:]
gap = (e_vir[None, :] - e_occ[:, None]).ravel()
assert gap.min() > 0
shape4 = (n_occ, n_vir, n_occ, n_vir)
denom = (gap[:, None] + gap[None, :]).reshape(shape4)

n_ao = mol.nao_nr()
eri = mol.intor("int2e", aosym="s1").reshape((n_ao,) * 4)
g_exact = np.einsum("mnkl,mi,na,kj,lb->iajb", eri, c_occ, c_vir, c_occ, c_vir,
                    optimize=True)


def os_energy(g):
    return -np.sum(g**2 / denom)


def exchange_energy(g):
    return np.sum(g * g.transpose(0, 3, 2, 1) / denom)


os_exact, ex_exact = os_energy(g_exact), exchange_energy(g_exact)
mp2_total = 2 * os_exact + ex_exact

# Spin summation checked against the antisymmetrized spin-orbital expression
occ_index, vir_index = np.tile(np.arange(n_occ), 2), np.tile(np.arange(n_vir), 2)
occ_spin, vir_spin = np.repeat([0, 1], n_occ), np.repeat([0, 1], n_vir)
same = (occ_spin[:, None] == vir_spin[None, :]).astype(float)
pick = np.ix_(occ_index, vir_index, occ_index, vir_index)
g_spin = g_exact[pick] * same[:, :, None, None] * same[None, None, :, :]
anti = g_spin - g_spin.transpose(0, 3, 2, 1)
terms = -anti**2 / (4 * denom[pick])
opposite = (occ_spin[:, None] != occ_spin[None, :])[:, None, :, None]
assert abs(np.sum(terms * opposite) - os_exact) < 1e-10
assert abs(np.sum(terms * ~opposite) - (os_exact + ex_exact)) < 1e-10
assert abs(mp.MP2(mf).kernel()[0] - mp2_total) < 1e-7

# ---------- Density fitting ----------
ao_l = np.concatenate([np.full((2 * mol.bas_angular(s) + 1) * mol.bas_nctr(s),
                               mol.bas_angular(s)) for s in range(mol.nbas)])
assert np.abs(c_occ[ao_l > 1]).max() < 1e-5   # occupied orbitals are s and p
l_top = int(ao_l.max()) + 1                   # highest l in occupied*virtual


def fitted_pairs(exponents, l_max):
    shells = [[l, [float(x), 1.0]] for l in range(l_max + 1) for x in exponents]
    aux = gto.M(atom="Sr 0 0 0", basis={"Sr": shells}, verbose=0)
    three = df.incore.aux_e2(mol, aux, "int3c2e")
    pairs = np.einsum("mnP,mi,na->Pia", three, c_occ, c_vir, optimize=True)
    lower = cholesky(aux.intor("int2c2e"), lower=True)
    return solve_triangular(lower, pairs.reshape(len(lower), -1), lower=True)


exponents = 0.02 * 2.0 ** np.arange(12)
B = fitted_pairs(exponents, l_top)
B_coarse = fitted_pairs(exponents[::2], l_top)
B_extra = fitted_pairs(exponents, l_top + 1)
n_aux = len(B)
g_fit = (B.T @ B).reshape(shape4)
os_fit, ex_fit = os_energy(g_fit), exchange_energy(g_fit)
os_coarse = os_energy((B_coarse.T @ B_coarse).reshape(shape4))
os_extra = os_energy((B_extra.T @ B_extra).reshape(shape4))
fit_error, coarse_error = os_fit - os_exact, os_coarse - os_exact
assert -1e-10 < fit_error < 1e-4              # one-sided and small
assert coarse_error > fit_error               # nested basis: monotone
assert abs(os_extra - os_fit) < 1e-8          # higher l does not contribute
residual = (g_exact - g_fit).reshape(len(gap), len(gap))
assert np.linalg.eigvalsh(residual).min() > -1e-9


# ---------- Laplace transform ----------
def x_matrix(pairs, t):
    return (pairs * np.exp(-gap * t)) @ pairs.T


# Continuous integral by the trapezoidal rule in ln t
step = 0.25
log_t = np.arange(-25.0, 6.0, step)
integral = -step * sum(math.exp(x) * np.sum(x_matrix(B, math.exp(x))**2)
                       for x in log_t)
assert abs(integral / os_fit - 1) < 1e-8

d_min, d_max = 2 * gap.min(), 2 * gap.max()
ratio = d_max / d_min


def laplace_rule(n_points):
    """Least-squares relative fit of 1/D on [d_min, d_max]; weights are linear."""
    grid = np.geomspace(1.0, ratio, 300)

    def solve_weights(log_nodes):
        table = grid[:, None] * np.exp(-np.outer(grid, np.exp(log_nodes)))
        weights = np.linalg.lstsq(table, np.ones(len(grid)), rcond=None)[0]
        return weights, table @ weights - 1

    start = np.log(np.geomspace(0.3 / ratio, 3.0, n_points))
    best = least_squares(lambda p: solve_weights(p)[1], start, jac="3-point",
                         ftol=1e-12, xtol=1e-12, gtol=1e-14, max_nfev=200)
    order = np.argsort(best.x)
    nodes = best.x[order]
    return np.exp(nodes) / d_min, solve_weights(nodes)[0] / d_min


fine = np.geomspace(d_min, d_max, 5003)
rules, max_error, os_laplace = {}, {}, {}
for k in (2, 4, 6, 8):
    t_k, w_k = rules[k] = laplace_rule(k)
    max_error[k] = np.abs(fine * (np.exp(-np.outer(fine, t_k)) @ w_k) - 1).max()
    os_laplace[k] = -sum(w * np.sum(x_matrix(B, t)**2) for t, w in zip(t_k, w_k))
    assert abs(os_laplace[k] - os_fit) <= max_error[k] * abs(os_fit) + 1e-11
assert max_error[8] < max_error[6] < max_error[4] < max_error[2]
K = 6
assert max_error[K] < 1e-2
times, weights = rules[K]

# The same rule also handles exchange, but through four-index arrays
ex_laplace = 0.0
for t, w in zip(times, weights):
    damped = B * np.exp(-gap * t)
    g_t = (damped.T @ damped).reshape(shape4)
    ex_laplace += w * np.sum(g_t * g_fit.transpose(0, 3, 2, 1))
assert abs(ex_laplace - ex_fit) <= max_error[K] * abs(os_fit) + 1e-11

# ---------- Exchange is not a function of X ----------
signs = np.random.default_rng(7).choice([-1.0, 1.0], size=len(gap))
B_sign = B * signs
for t in (0.0, *times):
    assert np.allclose(x_matrix(B_sign, t), x_matrix(B, t), atol=1e-12)
g_sign = (B_sign.T @ B_sign).reshape(shape4)
os_sign, ex_sign = os_energy(g_sign), exchange_energy(g_sign)
assert abs(os_sign - os_fit) < 1e-12
assert abs(ex_sign - ex_fit) > 1e-3 * abs(ex_fit)


# ---------- Exhaustive search over pairwise contraction orders ----------
def fewest_products(tensors, size):
    if len(tensors) == 1:
        return 0
    best = None
    for x, y in combinations(range(len(tensors)), 2):
        rest = [s for n, s in enumerate(tensors) if n not in (x, y)]
        joined = tensors[x] | tensors[y]
        kept = joined & set().union(*rest)
        cost = math.prod(size[c] for c in joined)
        cost += fewest_products(rest + [kept], size)
        best = cost if best is None else min(best, cost)
    return best


def growth_power(tensors):
    labels = set().union(*tensors)
    small, large = (fewest_products(tensors, dict.fromkeys(labels, n))
                    for n in (10**6, 10**7))
    return math.log10(large) - math.log10(small)


direct = [set(s) for s in ("iaP", "jbP", "iaQ", "jbQ")]
direct_with_denominator = direct + [set("iajb")]
exchange = [set(s) for s in ("iaP", "jbP", "ibQ", "jaQ")]
# r,s,u,v: separable-grid points after the orbital sums have been done
grid_exchange = [set(s) for s in ("ru", "rv", "sv", "su", "rs", "uv")]
powers = [growth_power(x) for x in
          (direct, direct_with_denominator, exchange, grid_exchange)]
assert np.allclose(powers, [4, 5, 5, 4], atol=1e-3)


def atom_sizes(n):
    return {"i": n * n_occ, "j": n * n_occ, "a": n * n_vir, "b": n * n_vir,
            "P": n * n_aux, "Q": n * n_aux}


crossover = 1
while (K * fewest_products(direct, atom_sizes(crossover))
       >= fewest_products(direct_with_denominator, atom_sizes(crossover))):
    crossover += 1
crossover_estimate = K * n_aux / (n_occ * n_vir)
assert abs(crossover - crossover_estimate) < 1.1

# ---------- Printed numbers ----------
to_ry = (physical_constants["Hartree energy in eV"][0]
         / physical_constants["Rydberg constant times hc in eV"][0])
scale_os = 1.3
print(f"Sr occupied, virtual, auxiliary functions: {n_occ}, {n_vir}, {n_aux}")
print(f"occupied-virtual pairs: {n_occ * n_vir}")
print(f"auxiliary exponents: {len(exponents)} per l, l = 0 to {l_top}")
print(f"smallest, largest exponent: {exponents[0]:.3f}, {exponents[-1]:.3f} bohr^-2")
print(f"RHF energy (with core potential): {mf.e_tot:.6f} Ha")
print(f"highest occupied, lowest virtual: {e_occ[-1]:.5f}, {e_vir[0]:.5f} Ha")
print(f"D_min, D_max: {d_min:.5f}, {d_max:.4f} Ha; ratio {ratio:.2f}")
print(f"E_OS unfitted: {os_exact:.8f} Ha")
print(f"E_OS fitted: {os_fit:.8f} Ha")
print(f"fitting error, full auxiliary set: {fit_error:.3e} Ha")
print(f"fitting error, every second exponent: {coarse_error:.3e} Ha")
print("Laplace points K | max relative error of 1/D | E_OS (Ha) | error (Ha)")
for k in rules:
    print(f"  {k} | {max_error[k]:.3e} | {os_laplace[k]:.8f} | "
          f"{os_laplace[k] - os_fit:.3e}")
print(f"K = {K} rule: t (1/Ha) | w (1/Ha) | ||X||^2 (Ha^2) | -w||X||^2 (Ha)")
for t, w in zip(times, weights):
    norm2 = np.sum(x_matrix(B, t)**2)
    print(f"  {t:.6f} | {w:.6f} | {norm2:.6e} | {-w * norm2:.8f}")
print(f"E_OS fitted + Laplace, K = {K}: {os_laplace[K]:.6f} Ha"
      f" = {os_laplace[K] * to_ry:.6f} Ry")
print(f"total error against unfitted sum: {os_laplace[K] - os_exact:.3e} Ha")
print(f"exchange part E_X unfitted: {ex_exact:.8f} Ha")
print(f"exchange part E_X fitted: {ex_fit:.8f} Ha")
print(f"exchange part E_X fitted + Laplace: {ex_laplace:.8f} Ha")
print(f"same-spin energy E_SS: {os_exact + ex_exact:.8f} Ha")
print(f"full MP2 energy: {mp2_total:.6f} Ha = {mp2_total * to_ry:.6f} Ry")
print(f"{scale_os} * E_OS (fitted + Laplace): {scale_os * os_laplace[K]:.6f} Ha")
print(f"after pair sign changes, E_OS: {os_sign:.8f} Ha")
print(f"after pair sign changes, E_X: {ex_sign:.8f} Ha")
print(f"lowest power of N, direct with Laplace: {powers[0]:.2f}")
print(f"lowest power of N, direct with denominator tensor: {powers[1]:.2f}")
print(f"lowest power of N, exchange with Laplace: {powers[2]:.2f}")
print(f"lowest power of N, exchange on separable grid: {powers[3]:.2f}")
print(f"crossover estimate K*A/(o*v): {crossover_estimate:.2f} atoms")
print(f"first atom count where Laplace route is cheaper: {crossover}")
print("all assertions hold")
```

It prints:

```
Sr occupied, virtual, auxiliary functions: 5, 28, 192
occupied-virtual pairs: 140
auxiliary exponents: 12 per l, l = 0 to 3
smallest, largest exponent: 0.020, 40.960 bohr^-2
RHF energy (with core potential): -30.347123 Ha
highest occupied, lowest virtual: -0.18112, 0.02278 Ha
D_min, D_max: 0.40781, 144.2129 Ha; ratio 353.63
E_OS unfitted: -0.12050428 Ha
E_OS fitted: -0.12050264 Ha
fitting error, full auxiliary set: 1.642e-06 Ha
fitting error, every second exponent: 1.979e-03 Ha
Laplace points K | max relative error of 1/D | E_OS (Ha) | error (Ha)
  2 | 4.926e-01 | -0.12996330 | -9.461e-03
  4 | 6.098e-02 | -0.12148448 | -9.818e-04
  6 | 5.561e-03 | -0.12043840 | 6.423e-05
  8 | 4.414e-04 | -0.12049524 | 7.397e-06
K = 6 rule: t (1/Ha) | w (1/Ha) | ||X||^2 (Ha^2) | -w||X||^2 (Ha)
  0.006951 | 0.018478 | 3.361632e-01 | -0.00621178
  0.043403 | 0.060405 | 2.958529e-01 | -0.01787101
  0.152602 | 0.180366 | 2.064728e-01 | -0.03724074
  0.487230 | 0.560336 | 7.499814e-02 | -0.04202418
  1.536001 | 1.764533 | 7.536949e-03 | -0.01329919
  4.900191 | 5.818136 | 6.516698e-04 | -0.00379150
E_OS fitted + Laplace, K = 6: -0.120438 Ha = -0.240877 Ry
total error against unfitted sum: 6.587e-05 Ha
exchange part E_X unfitted: 0.07265639 Ha
exchange part E_X fitted: 0.07265445 Ha
exchange part E_X fitted + Laplace: 0.07261887 Ha
same-spin energy E_SS: -0.04784788 Ha
full MP2 energy: -0.168352 Ha = -0.336704 Ry
1.3 * E_OS (fitted + Laplace): -0.156570 Ha
after pair sign changes, E_OS: -0.12050264 Ha
after pair sign changes, E_X: 0.06443589 Ha
lowest power of N, direct with Laplace: 4.00
lowest power of N, direct with denominator tensor: 5.00
lowest power of N, exchange with Laplace: 5.00
lowest power of N, exchange on separable grid: 4.00
crossover estimate K*A/(o*v): 8.23 atoms
first atom count where Laplace route is cheaper: 9
all assertions hold
```
